\section*{Logarithmic dielectric function and antiscreening in a polarisable wire, part 2}

An infinite straight insulating wire lies in vacuum along $z$. We want the interaction of two static unit charges on it. Hartree atomic units are used (lengths in bohr, energies in hartree), with the Fourier convention
\begin{equation}
f(q)=\int_{-\infty}^{\infty}f(z)e^{-iqz}\,dz,\qquad
f(z)=\frac1{2\pi}\int_{-\infty}^{\infty}f(q)e^{iqz}\,dq .
\end{equation}
Every charge has density $\lambda(z)g(\boldsymbol\rho)$, where $\boldsymbol\rho$ is the position across the wire and $g\ge0$ a fixed profile with $\int g\,d^2\rho=1$. Potentials and axial fields are averages with weight $g$. Unless stated otherwise, $g=e^{-\rho^2/2s^2}/(2\pi s^2)$.

The total axial field $E$ induces the dipole moment per unit length
\begin{equation}
P(z)=\alpha E(z),\qquad \alpha>0 .
\label{eq:response}
\end{equation}
The response is linear, static and local along $z$, without free carriers or transverse polarisation.

The bare interaction $v(z)$ is the Coulomb energy averaged over both profiles. The screened interaction $W(z)$ is the total potential at $z$ of a unit external charge at the origin, so that $E=-dW/dz$; it is also the separation-dependent energy of two like unit charges. The dielectric function is $\varepsilon(q)=v(q)/W(q)$.

With $d=|\boldsymbol\rho-\boldsymbol\rho'|$, angle brackets for the average over both profiles, and $\gamma$ Euler's constant, at small $q$
\begin{equation}
v(q)\to2\ln\frac1{|q|\ell},\qquad
\ell=\tfrac12b\,e^{\gamma},\qquad \ln b=\langle\ln d\rangle .
\label{eq:b}
\end{equation}
For the Gaussian, $b=2s\,e^{-\gamma/2}$. The induced line charge is
\begin{equation}
\lambda_{\rm ind}(q)=-iq\,\alpha\,(-iq)W(q)=-\alpha q^2W(q).
\label{eq:induced}
\end{equation}
Also,
\begin{equation}
W(q)-v(q)=-\frac{\alpha q^2v(q)^2}{\varepsilon(q)}\le0 .
\label{eq:difference}
\end{equation}
In real space $W(0)<v(0)$, and the sum rule is
\begin{equation}
\int_{-\infty}^{\infty}\left[W(z)-v(z)\right]dz=0 .
\label{eq:sumrule}
\end{equation}
For $z\gg s$, an energy argument to first order in $\alpha$ gave, at leading logarithm,
\begin{equation}
W(z)-v(z)\simeq+\frac{8\alpha}{z^3}\ln\frac zs .
\end{equation}

The example has $\alpha=10$ bohr$^2$ and $s=2$ bohr, hence $b=2.997$ bohr and $\ell=2.669$ bohr.

\section{Screened interaction at all distances}

The wire has polarisability $\alpha$ per unit length and a Gaussian profile of width $s$. With $x=q^2s^2$, the first half gave
\begin{equation}
v(q)=\int_0^\infty\frac{e^{-t}}{x+t}\,dt,\qquad
\varepsilon(q)=1+\alpha q^2v(q),\qquad W(q)=\frac{v(q)}{\varepsilon(q)}
\label{eq:recall}
\end{equation}
for the bare interaction, the dielectric function and the screened interaction of two unit charges on the wire. At small $q$, $v\to2\ln(1/|q|\ell)$ with $\ell=s\,e^{\gamma/2}=\tfrac12b\,e^\gamma$, where $\ln b$ is the mean logarithm of the transverse separation and $\gamma$ is Euler's constant. It was also found that $W(0)<v(0)$ in real space, that $\int(W-v)\,dz=0$, and that the induced line charge is $\lambda_{\rm ind}(q)=-\alpha q^2W(q)$.

An expression for $W(z)$ without oscillating factors shows its sign at every distance. Since $W(q)$ is real and even, for $z>0$
\begin{equation}
W(z)=\frac1\pi\,\mathrm{Re}\int_0^\infty W(q)\,e^{iqz}\,dq .
\label{eq:real}
\end{equation}
The path can be turned from the positive real axis to the positive imaginary axis if $W(q)$ has no singularity in the quadrant between them. There $x=q^2s^2$ lies in the upper half-plane, and
\begin{equation}
\mathrm{Im}\,v=-\,\mathrm{Im}\,x\int_0^\infty\frac{e^{-t}}{|x+t|^2}\,dt<0 .
\end{equation}
So $v$ does not vanish, and $1/v$ has a positive imaginary part. In $1/W=1/v+\alpha q^2$ both terms then have positive imaginary parts, $1/W$ has no zero, and $W$ has no pole.

The arc at large $|q|$ must also drop out. In \eqref{eq:recall} the path of $t$ can be turned to the ray $\arg t=\pi/4$ without meeting the point $t=-x$, which lies in the lower half-plane. On that ray $|x+t|\ge|x|/\sqrt2$, so $|v|\le2/|x|$, and $xv\to1$ as $|x|\to\infty$. Hence $\varepsilon\to1+\alpha/s^2$ and $W$ falls off as $|q|^{-2}$ throughout the quadrant, which removes the arc. At the origin $W$ is only logarithmically large and a small arc there contributes nothing.

On the imaginary axis put $q=i\kappa$ and $y=\kappa^2s^2$, so that $x$ approaches $-y$ from above. The integral for $v$ becomes a principal value minus $i\pi$ times the residue:
\begin{equation}
v(i\kappa)=\mathrm P\!\!\int_0^\infty\frac{e^{-t}}{t-y}\,dt-i\pi e^{-y}
=-e^{-y}\left[\mathrm{Ei}(y)+i\pi\right].
\label{eq:vik}
\end{equation}
The second form follows from $t=y+u$ and the definition $\mathrm{Ei}(y)=-\mathrm P\!\int_{-y}^\infty e^{-u}du/u$. Correspondingly
\begin{equation}
\varepsilon(i\kappa)=1-\alpha\kappa^2v(i\kappa)
=1+\alpha\kappa^2e^{-y}\left[\mathrm{Ei}(y)+i\pi\right],
\end{equation}
which does not vanish, because its imaginary part is positive. With $dq=i\,d\kappa$, equation \eqref{eq:real} turns into
\begin{equation}
W(z)=-\frac1\pi\int_0^\infty\mathrm{Im}\,W(i\kappa)\,e^{-\kappa z}\,d\kappa .
\end{equation}
Now $1/W=1/v-\alpha\kappa^2$, where the last term is real. Using $\mathrm{Im}\,W=-|W|^2\,\mathrm{Im}(1/W)$ and $\mathrm{Im}(1/v)=-\mathrm{Im}\,v/|v|^2$,
\begin{equation}
\mathrm{Im}\,W(i\kappa)=|W|^2\,\frac{\mathrm{Im}\,v}{|v|^2}
=\frac{\mathrm{Im}\,v}{|\varepsilon|^2}=-\frac{\pi e^{-y}}{|\varepsilon(i\kappa)|^2}.
\end{equation}
The result is
\begin{equation}
W(z)=\int_0^\infty\frac{e^{-\kappa z-\kappa^2s^2}}{|\varepsilon(i\kappa)|^2}\,d\kappa ,
\qquad
v(z)=\int_0^\infty e^{-\kappa z-\kappa^2s^2}\,d\kappa ,
\label{eq:laplace}
\end{equation}
the second integral being the case $\alpha=0$. The interaction is a sum of decaying exponentials with positive weights, and the wire multiplies each weight by $1/|\varepsilon(i\kappa)|^2$. For real $q$ the dielectric function exceeds 1, but for slowly decaying exponentials it is less than 1 in magnitude. The factor $q^2$ has become $-\kappa^2$, while $v(i\kappa)$ keeps a positive real part at small $\kappa$. Slow exponentials dominate at large $z$, and there the interaction is enhanced.

The range of $\kappa$ in which this happens can be found for any $\alpha$. From \eqref{eq:vik},
\begin{align}
1-|\varepsilon|^2&=2\alpha\kappa^2\,\mathrm{Re}\,v-\alpha^2\kappa^4|v|^2\nonumber\\
&=-2\alpha\kappa^2e^{-y}\mathrm{Ei}(y)-\alpha^2\kappa^4e^{-2y}\left[\mathrm{Ei}(y)^2+\pi^2\right].
\end{align}
If $\mathrm{Ei}(y)\ge0$ this is negative. If $L=-\mathrm{Ei}(y)>0$, division by $\alpha\kappa^2|v|^2$ shows that $|\varepsilon|<1$ is equivalent to
\begin{equation}
\frac{R(y)}y>\frac\alpha{s^2},\qquad R(y)=\frac{2e^yL}{L^2+\pi^2}.
\label{eq:R}
\end{equation}
The series $\mathrm{Ei}(y)=\gamma+\ln y+\sum_{n\ge1}y^n/(n\,n!)$ is increasing and positive at $y=1$, so $\mathrm{Ei}$ has one zero $y_0$, with $y_0<1$, and $L>0$ below it. Since $dL/d\ln y=-e^y$,
\begin{equation}
\frac{d\ln R}{d\ln y}=y-e^y\left(\frac1L-\frac{2L}{L^2+\pi^2}\right)
=y+e^y\,\frac{L^2-\pi^2}{L(L^2+\pi^2)} .
\end{equation}
When $L\le\pi$ the last term is not positive and the whole is at most $y<1$. When $L>\pi$ the series requires $\ln y<-\gamma-\pi$, hence $y<0.05$, and the whole is less than $0.05+e^{0.05}/\pi<1$. So $R/y$ falls steadily. It starts from infinity, because $R\simeq2/\ln(1/y)$ at small $y$, and reaches zero at $y_0$. For each $\alpha>0$ there is therefore one value $\kappa_*$, with $|\varepsilon(i\kappa)|<1$ below it and $|\varepsilon(i\kappa)|>1$ above it.

It follows that $W$ and $v$ cross once for $z>0$. Let $D=W-v$ and $w(\kappa)=e^{-\kappa^2s^2}(|\varepsilon|^{-2}-1)$, so that $D(z)=\int_0^\infty w\,e^{-\kappa z}d\kappa$. Then
\begin{equation}
\frac d{dz}\left[e^{\kappa_*z}D(z)\right]
=\int_0^\infty(\kappa_*-\kappa)\,w(\kappa)\,e^{(\kappa_*-\kappa)z}\,d\kappa>0 ,
\end{equation}
because $w$ and $\kappa_*-\kappa$ change sign together. The bracket increases, and it is negative at $z=0$. It becomes positive, since $D$ has zero total area and cannot be negative throughout. So there is one crossover distance $z_0$: the wire screens for $z<z_0$ and antiscreens for all $z>z_0$. As $z_0/s$ is dimensionless, it depends on $\alpha/s^2$ alone. For $\alpha\to0$ it tends to a constant, because $D$ is then proportional to $\alpha$ and the factor $\alpha$ does not move its zero.

The tail comes from small $\kappa$, where
\begin{equation}
w(\kappa)\simeq2\alpha\kappa^2\,\mathrm{Re}\,v(i\kappa)\simeq4\alpha\kappa^2\ln\frac1{\kappa\ell}.
\end{equation}
Two integrals are needed. The first is $\int_0^\infty\kappa^2e^{-\kappa z}d\kappa=2/z^3$. For the second put $u=\kappa z$:
\begin{equation}
\int_0^\infty\kappa^2\ln\kappa\,e^{-\kappa z}\,d\kappa
=\frac{\Gamma'(3)-2\ln z}{z^3}=\frac{3-2\gamma-2\ln z}{z^3}.
\end{equation}
The value of $\Gamma'(3)=\int_0^\infty u^2\ln u\,e^{-u}du$ follows from differentiating $\Gamma(n+1)=n\Gamma(n)$, which gives $\Gamma'(n+1)=n\Gamma'(n)+\Gamma(n)$: from $\Gamma'(1)=-\gamma$ one gets $\Gamma'(2)=1-\gamma$ and $\Gamma'(3)=3-2\gamma$. Therefore
\begin{align}
W(z)-v(z)&\to\frac{4\alpha}{z^3}\left[-2\ln\ell-3+2\gamma+2\ln z\right]\nonumber\\
&=\frac{8\alpha}{z^3}\left[\ln\frac{2z}b-\frac32\right],
\label{eq:tail}
\end{align}
where $\ln\ell=\ln(b/2)+\gamma$ has been used. The logarithm agrees with the first-order energy argument, and the constant is now fixed within the model. Transverse polarisation keeps the logarithm and changes the length in it: for a solid dielectric cylinder of radius $a$ in vacuum, with $g$ uniform over its cross-section and $\alpha=(\varepsilon_w-1)a^2/4$, $b$ is replaced by $a$. Relative to $v\simeq1/z$ the enhancement dies out as $\ln z/z^2$, so $W/v\to1$ from above.

For another profile the leading singular term of $W(q)-v(q)$ at $q=0$ is again $-4\alpha q^2\ln^2(|q|\ell)$. If the difference is otherwise smooth, with integrable derivatives, this term sets the tail, and \eqref{eq:tail} holds with the appropriate $b$. In a test at 200 bohr, a thin ring with the same $b$ gave $3.452\times10^{-5}$ hartree and the Gaussian wire $3.453\times10^{-5}$ hartree.

The induced charge has a simple form too. For $z\ne0$, $\lambda_{\rm ind}(z)=\alpha W''(z)$, and by \eqref{eq:laplace}
\begin{equation}
\lambda_{\rm ind}(z)=\alpha\int_0^\infty\frac{\kappa^2e^{-\kappa|z|-\kappa^2s^2}}{|\varepsilon(i\kappa)|^2}\,d\kappa>0 .
\end{equation}
The compensating negative charge sits at the source. At large $q$, $-\alpha q^2W(q)$ tends to the constant $-\alpha/(\alpha+s^2)$, which is the transform of a charge of that size concentrated at $z=0$ with profile $g$. In this local model the source is thus covered by a negative charge and surrounded by a positive cloud of equal total amount, which falls off as $2\alpha/|z|^3$.

For $\alpha=10$ bohr$^2$ and $s=2$ bohr the charge at the source is $-10/14=-0.71$. The interaction is as follows.
\begin{center}
\begin{tabular}{rccc}
$z$ (bohr) & $v$ (hartree) & $W$ (hartree) & $W/v$\\
0 & 0.4431 & 0.2752 & 0.621\\
5 & 0.1630 & 0.1590 & 0.976\\
10 & 0.0934 & 0.1046 & 1.120\\
20 & 0.0491 & 0.0567 & 1.156\\
40 & 0.0249 & 0.0271 & 1.090\\
100 & 0.00999 & 0.01022 & 1.023
\end{tabular}
\end{center}
The crossover lies at $z_0=5.55$ bohr, or 2.94 \AA. The area of $W-v$ is $-0.280$ hartree bohr from 0 to $z_0$ and $+0.280$ hartree bohr beyond, as the sum rule demands. The largest ratio, $W/v=1.16$, occurs near 17 bohr, where the excess is 0.0093 hartree, or 0.25 eV. By \eqref{eq:laplace} $W/v$ is a weighted mean of $1/|\varepsilon(i\kappa)|^2$, so it cannot exceed the largest value of that factor. The smallest $|\varepsilon(i\kappa)|$ is 0.81, which sets the bound at 1.53. For $\alpha=1$ and 100 bohr$^2$ the crossover moves to 3.87 and 11.48 bohr: a hundredfold change of polarisability shifts it by a factor of three.

At 200 bohr the tail formula gives
\begin{equation}
\frac{80}{200^3}\left[\ln\frac{400}{2.997}-1.5\right]=3.39\times10^{-5}\ \text{hartree},
\end{equation}
which is 1.7\% below the full excess. At 2000 bohr the deficit is 0.04\%. It is 4\% at 100 bohr but only 0.4\% at 40 bohr, so the close agreement at 40 bohr is not a sign that the asymptotic regime has been reached.

The real-space equations were also solved directly, without Fourier transforms, for a wire 500 bohr long divided into polarisable cells of 0.25 bohr. The excess at 40 bohr was $2.241\times10^{-3}$ hartree, against $2.240\times10^{-3}$ hartree from \eqref{eq:laplace}. The induced charge there was $3.89\times10^{-4}$ per bohr by both routes. Its leading form $2\alpha/z^3=3.13\times10^{-4}$ per bohr is still noticeably smaller, because it replaces $W$ by $1/z$. The remaining values are in the numerical output.

These results concern static charges on the wire and a linear response. In the example the field next to a unit charge is $1/[2(\alpha+s^2)]=0.036$ atomic units, or 1.8 V/\AA, and it is still about 0.2 V/\AA\ at 17 bohr, so the numbers describe the microscopic screening of single charges and not fields a macroscopic insulator could sustain. A finite wire follows them closely while $z$ is small compared with the distance to its ends, and the sharp negative charge at the source relies on a response that stays local down to the shortest wavelengths. The long-distance enhancement needs less: a finite $\alpha$ at small $q$, and a wire more polarisable than its surroundings, here vacuum. In a dielectric host of permittivity $\varepsilon_h$ the interaction tends to $1/\varepsilon_hz$, below its vacuum value, and for a cylinder of permittivity $\varepsilon_w$ the $\ln z/z^3$ correction to it has the sign of $\varepsilon_w-\varepsilon_h$: it is a reduction when the host is the more polarisable.

\section*{Calculated quantities}
\begin{verbatim}
polarisability per length alpha = 10.0 bohr^2
transverse width s = 2.0 bohr
b = 2.9972 bohr, ell = 2.6691 bohr
large-q limit of eps = 3.500
slope of numerical v(q) in ln(1/q) = 1.9966
q (1/bohr) | eps-1 | small-q law for eps-1
0.001 | 1.18521e-04 | 1.18520e-04
0.010 | 7.25013e-03 | 7.24683e-03
0.050 | 1.01963e-01 | 1.00699e-01
0.100 | 2.79069e-01 | 2.64166e-01
0.200 | 6.61478e-01 | 5.02146e-01
z (bohr) | v (hartree) | W (hartree) | W/v
0 | 0.443113 | 0.275191 | 0.6210
5 | 0.162987 | 0.159009 | 0.9756
10 | 0.093411 | 0.104591 | 1.1197
20 | 0.049055 | 0.056717 | 1.1562
40 | 0.024877 | 0.027117 | 1.0900
100 | 0.009992 | 0.010217 | 1.0226
z (bohr) | W-v (hartree) | tail formula (hartree)
40 | 2.2397e-03 | 2.2304e-03
100 | 2.2542e-04 | 2.1605e-04
200 | 3.4534e-05 | 3.3938e-05
2000 | 5.6985e-08 | 5.6964e-08
z (bohr) | W-v of finite wire in real space (hartree)
0 | -1.6788e-01
10 | 1.1197e-02
40 | 2.2413e-03
finite wire: length 500 bohr, cell 0.25 bohr
W-v at z=0 = -0.16792 hartree
W-v at 200 bohr, ring profile = 3.4524e-05 hartree
kappa* = 0.1666 1/bohr
smallest |eps(i kappa)| = 0.8075
  reached at kappa = 0.1049 1/bohr
crossover z0 = 5.554 bohr = 2.939 angstrom
area of W-v, 0 to z0 = -0.280026 hartree bohr
area of W-v, beyond z0 = 0.280026 hartree bohr
largest W/v = 1.1604 at z = 16.82 bohr
W-v there = 0.00928 hartree = 252.7 meV
induced charge at 40 bohr, finite wire = 3.8867e-04 e/bohr
induced charge at 40 bohr, alpha W'' = 3.8859e-04 e/bohr
2 alpha/z^3 at 40 bohr = 3.1250e-04 e/bohr
alpha = 1 bohr^2: z0 = 3.874 bohr
alpha = 10 bohr^2: z0 = 5.554 bohr
alpha = 100 bohr^2: z0 = 11.481 bohr
\end{verbatim}
